# Why Grazing Electrons Dominate the Anomalous Skin Resistance

**Question.** A high-frequency current in a metal flows in a thin layer below the surface. If the metal is purified and cooled, its dc conductivity rises, and Ohm's law predicts a surface resistance that keeps falling. Once the electron mean free path exceeds the layer thickness, the resistance instead levels off. Why does it do so, and how does it then depend on frequency and on the metal?

**Answer.**

## What the local theory assumes

Let a free-electron metal fill $z>0$, with a tangential field $E(z)e^{-i\omega t}$ along $x$. The dc conductivity is $\sigma_0=ne^2\tau/m$, where $n$ is the electron density, $\tau$ the collision time and $v$ the Fermi speed. The mean free path is $l=v\tau$. SI units are used, and the displacement current is neglected against the conduction current.

Faraday's law gives $E'=i\omega\mu_0H$ for the magnetic field $H$ along $y$, and Ampère's law gives $-H'=J$. Together,

$$E''=-i\omega\mu_0J,\qquad Z\equiv\frac{E(0)}{H(0)}=\frac{i\omega\mu_0E(0)}{E'(0)}\equiv R-iX .$$

The surface resistance $R$ sets the absorbed power.

If $J=\sigma_0E$ at each point, then $E\propto e^{-\kappa z}$ with $\kappa^2=-i\omega\mu_0\sigma_0$. Since $(1-i)^2=-2i$, the decaying root is

$$\kappa=\frac{1-i}{\delta_{cl}},\qquad \delta_{cl}=\sqrt{\frac{2}{\mu_0\omega\sigma_0}},\qquad Z=-\frac{i\omega\mu_0}{\kappa}=\frac{\mu_0\omega\delta_{cl}}{2}(1-i).$$

Thus $R=\mu_0\omega\delta_{cl}/2=1/(\sigma_0\delta_{cl})$, which falls as $\sigma_0^{-1/2}$. This requires an electron to feel nearly the same field throughout its flight between collisions. When $l\gg\delta_{cl}$, that fails for most directions of motion.

## The mechanism: most electrons leave too soon

Let $\mu=v_z/v$ be the direction cosine relative to the surface normal. Grazing electrons have small $|\mu|$. Inside a layer of thickness $\delta$, a straight path has length about $\delta/|\mu|$. An electron is accelerated by the field for its whole free path only if this length is at least $l$:

$$|\mu|<\frac{\delta}{l}.$$

Steeper electrons gain little momentum before leaving, and carry it into metal where the field is weak. Pippard's ineffectiveness concept counts only the grazing group.

To find what that group contributes, note that the conductivity is weighted by $v_x^2$, whose average around the normal is proportional to $1-\mu^2$. Directions are uniformly distributed in $\mu$, and $\int_{-1}^{1}(1-\mu^2)d\mu=4/3$, so the interval $d\mu$ supplies $\tfrac34\sigma_0(1-\mu^2)d\mu$. For $\delta\ll l$ the grazing band gives

$$\sigma_{\rm eff}\simeq\frac34\sigma_0\,\frac{2\delta}{l}=\beta\sigma_0\frac{\delta}{l},\qquad \beta=\frac32 .$$

The value of $\beta$ reflects the sharp cut and is an estimate.

The layer thickness is not known in advance, because the effective electrons themselves screen the field. Self-consistency requires

$$\delta^2=\frac{2}{\mu_0\omega\sigma_{\rm eff}}=\frac{2l}{\beta\mu_0\omega\sigma_0\delta}
\quad\Rightarrow\quad
\delta^3=\frac{2l}{\beta\mu_0\omega\sigma_0}.$$

If a trial $\delta$ is inserted on the right of the first relation and a new one computed, the error in $\ln\delta$ is multiplied by $-1/2$, so repetition converges. The resistance is

$$R=\frac{\mu_0\omega\delta}{2}\propto\omega^{2/3}\left(\frac{l}{\sigma_0}\right)^{1/3}.$$

The mean free path has dropped out. A longer $l$ lets each effective electron accelerate for longer, but reduces the effective fraction by the same factor. With $n=k_F^3/(3\pi^2)$ and $mv=\hbar k_F$,

$$\frac{\sigma_0}{l}=\frac{ne^2}{mv}=\frac{e^2k_F^2}{3\pi^2\hbar}.$$

In this model, what remains is a property of the Fermi surface.

## Replacing the sharp cut by kinetics

The kinetic equation shows how good the counting is. Since its last collision, an electron has gained energy $-ev_x\int E\,dt'$ along its past path. This shifts the occupation near the Fermi energy, where the density of states is $3n/(mv^2)$. Multiplying by $-ev_x$ and averaging over directions, with $\langle v_x^2\rangle_\phi=v^2(1-\mu^2)/2$ and a factor $\tfrac12\int d\mu$, gives in the bulk

$$J(z)=\frac{3ne^2}{4m}\int_{-1}^{1}d\mu\,(1-\mu^2)\int_0^\infty dt'\,e^{-wt'/\tau}E(z-v\mu t'),\qquad w=1-i\omega\tau .$$

The exponential contains survival against collisions and the earlier phase of the field. For $E\propto e^{iqz}$, the time integral is $\tau/(w+iql\mu)$. Its part odd in $\mu$ cancels, leaving

$$\sigma(q)=\frac{3\sigma_0}{2}\int_0^1d\mu\,\frac{(1-\mu^2)\,w}{w^2+(ql\mu)^2}.$$

For $ql\gg|w|$, put $y=ql\mu$. The integrand is then concentrated at $\mu\ll1$, so $1-\mu^2\to1$ and the upper limit may go to infinity. Because $\int_0^\infty w\,dy/(w^2+y^2)=\pi/2$ for ${\rm Re}\,w>0$,

$$\sigma(q)\to\frac{A}{q},\qquad A=\frac{3\pi\sigma_0}{4l}.$$

This is the ineffectiveness relation with $1/q$ in place of the layer thickness. For $w=1$, the band $|\mu|<k/(ql)$ supplies the share $(2/\pi)\arctan k$. Half the response comes from $|\mu|<1/(ql)$, and about 94% from a band ten times wider. The weight has a slowly falling tail, so "only grazing electrons" means that they dominate, not that the others contribute nothing.

## The surface and the exact prefactor of the model

Assume specular reflection: an electron reaching the surface reverses $\mu$ and keeps its tangential velocity. Its folded path is equivalent to a straight path through a mirror-image field, so $E$ can be extended evenly to $z<0$ and the bulk $\sigma(q)$ used everywhere.

The extended field has a cusp. With $E_q=\int E\,e^{-iqz}dz$, integrate $E''$ by parts separately on each side of $z=0$. The right side contributes a boundary term $-E'(0^+)$, and the left contributes $E'(0^-)=-E'(0^+)$. Hence

$$-2E'(0^+)-q^2E_q=-i\omega\mu_0\sigma(q)E_q,
\qquad
E_q=\frac{-2E'(0^+)}{q^2-i\omega\mu_0\sigma(q)}.$$

Since $E(0)=(1/2\pi)\int E_q\,dq$ and $E_q$ is even in $q$,

$$Z=-i\omega\mu_0\,\frac2\pi\int_0^\infty\frac{dq}{q^2-i\omega\mu_0\sigma(q)} .$$

In the anomalous limit $\sigma=A/q$. Define $q_a^3=\mu_0\omega A$ and $c=-iq_a^3$. The integral becomes $\int_0^\infty q\,dq/(q^3+c)$. For positive $c$, the substitution $q=c^{1/3}x$ extracts $c^{-1/3}$, and

$$\frac{x}{1+x^3}=\frac13\left[-\frac1{x+1}+\frac{\frac12(2x-1)+\frac32}{x^2-x+1}\right].$$

The logarithms from the first two pieces cancel at infinity and vanish at zero. The remainder is

$$\frac12\int_0^\infty\frac{dx}{(x-\frac12)^2+\frac34}
=\frac12\cdot\frac2{\sqrt3}\left(\frac\pi2+\frac\pi6\right)=\frac{2\pi}{3\sqrt3}.$$

Both sides are analytic in $c$ away from the negative real axis, so the result continues to $c=-iq_a^3$, where $c^{-1/3}=e^{i\pi/6}/q_a$. Using $-ie^{i\pi/6}=e^{-i\pi/3}$,

$$\boxed{Z=\frac{4}{3\sqrt3}\,\frac{\mu_0\omega}{q_a}\,e^{-i\pi/3}},\qquad
R=\frac{2}{3\sqrt3}\,\frac{\mu_0\omega}{q_a},\qquad X=\sqrt3\,R .$$

Because $q_a\propto(\omega\sigma_0/l)^{1/3}$, these are the powers found by counting. The conditions follow from $ql\gg|w|$ at $q\sim q_a$: $q_al\gg1$ and $q_av\gg\omega$. The second says that an electron with $v_z$ of order $v$ crosses the layer in much less than a field period.

Matching $R=\mu_0\omega\delta/2$ to this result requires $\delta=4/(3\sqrt3q_a)$. Then

$$\beta=\frac{2l}{\mu_0\omega\sigma_0\delta^3}
=\frac{3\pi}{2(q_a\delta)^3}
=\frac{3\pi}{2}\cdot\frac{81\sqrt3}{64}
=\frac{243\sqrt3\,\pi}{128}\approx10.33 .$$

This is far from $3/2$, but $R$ depends on $\beta^{-1/3}$. The sharp cut therefore overestimates $R$ by $(10.33/1.5)^{1/3}\approx1.90$.

## Why the phase changes

Part of that factor comes from the phase. A real $\sigma_{\rm eff}$ at real frequency gives $X=R$, whereas kinetics gives $X=\sqrt3R$. Pippard's reasoning yields the right phase if it is first applied to a field growing as $e^{st}$ with $s>0$, for which all amplitudes can be real.

Then $E''=\mu_0sJ$. For a layer $1/\kappa$, write $\sigma_{\rm eff}=b\sigma_0/(\kappa l)$ with a positive number $b$. Self-consistency gives

$$\kappa^2=\mu_0s\,\frac{b\sigma_0}{\kappa l},\qquad
\kappa=\left(\frac{\mu_0sb\sigma_0}{l}\right)^{1/3},\qquad
Z=\frac{\mu_0s}{\kappa}\propto s^{2/3}.$$

The kinetic integral has the same power, with $c=\mu_0sA$, and is analytic for ${\rm Re}\,s>0$. Continuing to $s=-i\omega$ gives $(-i)^{2/3}=e^{-i\pi/3}$. The exponent $2/3$ thus fixes the ratio $X/R$.

Pippard's real-frequency estimate has $R=|Z|/\sqrt2$, while the kinetic result has $R=|Z|/2$. The factor 1.90 is thus the product of $\sqrt2$ from the different phase and 1.35 from the different $|Z|$. Correcting the phase does not remove the whole $\sqrt2$, however. The growing-field argument with $b=3/2$ still gives an $R$ that is 1.51 times too large, because it takes the layer as $1/\kappa$ instead of $1/{\rm Re}\,\kappa$, and this changes $|Z|$ as well.

## Numbers for a model metal

Take $n=8\times10^{28}\ \mathrm{m^{-3}}$, the free-electron mass and a frequency of 1 GHz. Then $k_F=13.33\ \mathrm{nm^{-1}}$, $v=1.543\times10^6\ \mathrm{m/s}$ and $\sigma_0/l=1.461\times10^{15}\ \mathrm{S/m^2}$. With $\mu_0\omega=7896\ \Omega/\mathrm m$,

$$q_a^3=7896\times\frac{3\pi}{4}\times1.461\times10^{15}\ \mathrm{m^{-3}}
=2.72\times10^{19}\ \mathrm{m^{-3}},$$

so $1/q_a=0.333\ \mu\mathrm m$. The limiting resistance is

$$R=0.3849\times7896\times0.3326\times10^{-6}\ \Omega=1.011\ \mathrm{m\Omega}.$$

The sharp-cut estimate has $\delta=0.487\ \mu\mathrm m$ and gives $R=1.92\ \mathrm{m\Omega}$.

The full nonlocal integral, without the approximation $\sigma=A/q$, shows the approach to this limit:

| $l$ (µm) | $\delta_{cl}$ (µm) | local $R$ (mΩ) | full $R$ (mΩ) |
|---:|---:|---:|---:|
| 0.04 | 2.082 | 8.220 | 8.218 |
| 0.4 | 0.658 | 2.599 | 2.552 |
| 4 | 0.208 | 0.822 | 1.152 |
| 40 | 0.066 | 0.260 | 1.022 |

Between the last two rows the conductivity grows tenfold. The local $R$ falls by $\sqrt{10}$, but the full $R$ falls by only 11%. At 40 µm it is within about 1% of the limit and nearly four times the local value.

At 0.4 µm the full resistance lies slightly below the local one. The first nonlocal correction explains the sign. For $w=1$ and small $ql$, $\sigma(q)\simeq\sigma_0[1-(ql)^2/5]$, because $\tfrac32\int_0^1(\mu^2-\mu^4)d\mu=\tfrac15$. The denominator in $Z$ becomes $q^2(1-\kappa^2l^2/5)+\kappa^2$, so the local impedance is multiplied by

$$\left(1-\frac{\kappa^2l^2}{5}\right)^{-1/2}\simeq1+\frac{\kappa^2l^2}{10}=1-\frac{i\,l^2}{5\delta_{cl}^2}.$$

Multiplying $1-i$ by this factor lowers the real part by the fraction $l^2/(5\delta_{cl}^2)$. At $l/\delta_{cl}=0.61$ this is 7%, while the computed reduction is 2%, so higher corrections already matter there.

## Are grazing electrons really responsible?

Specular reflection preserves $|\mu|$, so groups of electrons can be switched off separately in the model. At $l=40\ \mu\mathrm m$, $q_al=120$. The band $|\mu|<10/(q_al)=0.083$ lies within 4.8° of the surface plane. It contains 8.3% of the directions and supplies 12% of the dc conductivity.

Keeping this band alone changes $|Z|$ by 4% and $R$ by 7%. Removing it, while keeping the other 92% of directions, multiplies $|Z|$ by 1.91 and $R$ by 1.61. Within the field layer, the small grazing group does most of the screening, although it is a minor contributor to dc conduction.

## Where the law holds

With $l$ set to 10 mm, chosen to isolate the limit rather than to describe a realistic sample, the full integral gives a frequency exponent of 0.666 and an exponent of $-0.333$ in $\sigma_0/l$. At fixed $\sigma_0/l$, doubling $l$ leaves $R$ almost unchanged.

The surface rule affects the prefactor. If reflection is diffuse, returning electrons carry no average tangential momentum, and the mirror-path current is absent. A real-space solution for $\omega\tau\ll1$ then gives $R=0.491$ and $0.451$, in units of $\mu_0\omega/q_a$, at $q_al=20$ and $80$. The exponent in $l$ over this interval is $-0.06$, against $-0.5$ in local theory. At $q_al=80$ the diffuse resistance is about 15% above the specular one. The levelling off thus survives this change of surface.

The law fails at low frequency, where the layer becomes thicker than $l$ and local conduction returns. It also fails at high frequency. Here $\omega/(q_av)=1.35\times10^{-3}$ at 1 GHz, and this ratio grows as $\omega^{2/3}$, reaching unity near 20 THz. Electrons then no longer cross the layer within a small part of a period. The departure starts well below that frequency: for specular reflection and $l=40\ \mu\mathrm m$, the full integral gives an $R$ about 15% below the $\omega^{2/3}$ law at 1 THz and only half of it at 5 THz. These values keep $l$ fixed. In a real metal, a terahertz photon can also be absorbed while a phonon is emitted, a process this model leaves out. For an interconnect there is a further geometrical condition: the half-space result needs a conductor much thicker than the field layer. Thin wires, rough surfaces beyond the two reflection rules and non-spherical Fermi surfaces need a separate calculation. The numerical output below gives most of the values used here.

## Computed results

```
electron density: 8.0e+28 m^-3
frequency: 1.0 GHz
Fermi wave number: 13.330 nm^-1
Fermi speed: 1.5432e+06 m/s
sigma0/l: 1.4608e+15 S/m^2
1/q_a: 0.3326 um
omega/(q_a v): 1.35e-03
anomalous-limit R: 1.0108 mOhm
anomalous-limit X: 1.7508 mOhm
sigma(q)/sigma0 at ql=5, w=1: 0.3685
share from |mu|<1/(ql), ql=1000: 0.5006
share from |mu|<10/(ql), ql=1000: 0.9377
q_a l=20 specular, integral: R=0.4164, X=0.6835 (mu0 omega/q_a)
q_a l=20 specular, grid: R=0.4163, X=0.6837 (mu0 omega/q_a)
diffuse R at q_a l=20, 80: 0.4910, 0.4512 (mu0 omega/q_a)
specular R at q_a l=80, grid: 0.3921 (mu0 omega/q_a)
diffuse exponent of R in l: -0.061
long-path test, l: 10 mm
exponent of R in omega: 0.6657
exponent of R in sigma0/l: -0.3330
exponent of R in l at fixed sigma0/l: -0.00004
X/R, long path: 1.7360
Z for growing field, s=omega: 2.0240 mOhm
|Z| for oscillating field: 2.0228 mOhm
Pippard layer, beta=1.5: 0.4871 um
Pippard R, beta=1.5: 1.9231 mOhm
Pippard R / anomalous-limit R: 1.9026
beta matched to full R: 10.365
beta from closed formula: 10.330
layer with closed-formula beta: 0.2560 um
l=0.04 um: sigma0=5.843e+07 S/m, delta_cl=2.0821 um
  R local=8.2196, full=8.2184 mOhm; full/limit=8.1304
l=0.4 um: sigma0=5.843e+08 S/m, delta_cl=0.6584 um
  R local=2.5993, full=2.5518 mOhm; full/limit=2.5245
l=4 um: sigma0=5.843e+09 S/m, delta_cl=0.2082 um
  R local=0.8220, full=1.1523 mOhm; full/limit=1.1400
l=40 um: sigma0=5.843e+10 S/m, delta_cl=0.0658 um
  R local=0.2599, full=1.0224 mOhm; full/limit=1.0114
l=40 um: q_a l=120.26, omega tau=0.1629
grazing band: |mu|<0.0832, angle 4.77 deg
band share of dc conductivity: 0.1244
|Z| all electrons: 2.0354 mOhm
|Z| grazing only / all: 1.0426
|Z| grazing removed / all: 1.9093
R grazing only / all: 1.0747
R grazing removed / all: 1.6140
```
